\section*{Uniform Density Scaling of Short-Range Exact Exchange}

\section{Compressing a density under a fixed screening length}

Silicon in a transistor channel is often strained by roughly one per cent. When a screened hybrid functional is applied to the strained and the unstrained material, both calculations use the same screening parameter. If the strain is compressive, the electrons move closer together, but the distance at which exact exchange is cut off stays where it was. A larger share of the exchange interaction then falls inside the cutoff. The cleanest way to quantify this is to compress the density uniformly and ask how its short-range exchange energy responds.

Atomic units are used in the algebra; energies in the example are in eV and lengths in angstrom.

\subsection{Definitions}

Let $n(\mathbf r)$ be the density of $N$ electrons in the non-degenerate ground state of non-interacting electrons in a local, spin-independent potential $v(\mathbf r)$. This state is a closed-shell determinant of orthonormal orbitals $\varphi_i$ with
\begin{equation}
\left[-\tfrac12\nabla^2+v(\mathbf r)\right]\varphi_i(\mathbf r)=\varepsilon_i\varphi_i(\mathbf r).
\label{eq:ks}
\end{equation}
For each spin $\sigma$ the density matrix and the density are
\begin{equation}
\gamma_\sigma(\mathbf r,\mathbf r')=\sum_{i}^{\rm occ}\varphi_i(\mathbf r)\varphi_i^*(\mathbf r'),\qquad n_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r).
\label{eq:gamma}
\end{equation}
The short-range exact exchange energy is
\begin{equation}
E_{\rm SR}[n;\omega]=-\frac12\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2\,\frac{\operatorname{erfc}(\omega|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\label{eq:esr}
\end{equation}
The screening parameter $\omega$ is an inverse length, and the interaction is cut off at distances of order $1/\omega$. At $\omega=0$ the full exchange energy $E_x[n]$ is recovered.

The energy \eqref{eq:esr} is written with orbitals. It is a functional of $n$ because $n$ fixes the determinant. Suppose two different determinants $\Phi_a$ and $\Phi_b$ were non-degenerate ground states of potentials $v_a$ and $v_b$ and had the same density. In the potential $v_a$ the energy of $\Phi_a$ is below that of $\Phi_b$. The potential energies are equal, since the densities are, so the kinetic energies obey $T_a<T_b$. The same argument in $v_b$ gives $T_b<T_a$, a contradiction.

\section{The scaling law}

\subsection{Orbitals of the scaled density}

The uniformly scaled density, for $\lambda>0$, is
\begin{equation}
n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r).
\label{eq:nlam}
\end{equation}
Values $\lambda>1$ compress it. The prefactor keeps the electron number: with $\mathbf u=\lambda\mathbf r$ and $d\mathbf r=\lambda^{-3}d\mathbf u$, the integral of $n_\lambda$ is again $N$. Consider the orbitals
\begin{equation}
\varphi_{i}^{\lambda}(\mathbf r)=\lambda^{3/2}\varphi_i(\lambda\mathbf r).
\label{eq:philam}
\end{equation}
The same substitution shows that they are orthonormal, and the sum of their squares is $n_\lambda$. It remains to show that they form the Kohn--Sham determinant of $n_\lambda$, and not some other determinant with that density. Each derivative with respect to $\mathbf r$ brings out one factor $\lambda$, so \eqref{eq:ks}, taken at the point $\lambda\mathbf r$, gives
\begin{align}
-\tfrac12\nabla^2\varphi_i^\lambda(\mathbf r)
&=\lambda^{3/2}\lambda^2\left[-\tfrac12\nabla_u^2\varphi_i(\mathbf u)\right]_{\mathbf u=\lambda\mathbf r}\nonumber\\
&=\lambda^2\left[\varepsilon_i-v(\lambda\mathbf r)\right]\varphi_i^\lambda(\mathbf r).
\label{eq:kslam}
\end{align}
The scaled orbitals are therefore eigenfunctions in the local potential $\lambda^2v(\lambda\mathbf r)$ with eigenvalues $\lambda^2\varepsilon_i$. All eigenvalues are multiplied by the same positive number, so their order is kept and the same orbitals are filled. The scaled determinant is the non-degenerate ground state of a local potential, and by the uniqueness argument it is the one that belongs to $n_\lambda$.

A numerical case is the potential $v=r^2/2+r^4/10$ with its lowest $s$ and $p$ shells filled. Solving the radial equation for $\lambda=1.7$ on the same grid as for $\lambda=1$ gives level ratios of 2.89 for the lowest $s$, $p$ and $d$ levels, equal to $1.7^2$. The radial density agrees with the scaled one to $4\times10^{-6}$ of its maximum.

\subsection{Change of variables in the exchange energy}

Inserting \eqref{eq:philam} in \eqref{eq:gamma} gives two factors $\lambda^{3/2}$:
\begin{equation}
\gamma_\sigma^\lambda(\mathbf r,\mathbf r')=\lambda^3\gamma_\sigma(\lambda\mathbf r,\lambda\mathbf r').
\label{eq:gammalam}
\end{equation}
Put this into \eqref{eq:esr} and set $\mathbf u=\lambda\mathbf r$, $\mathbf u'=\lambda\mathbf r'$. Then $|\mathbf r-\mathbf r'|=|\mathbf u-\mathbf u'|/\lambda$, and
\begin{align}
E_{\rm SR}[n_\lambda;\omega]
&=-\frac12\sum_\sigma\iint\lambda^6|\gamma_\sigma(\mathbf u,\mathbf u')|^2\,
\frac{\lambda\operatorname{erfc}\!\left(\omega|\mathbf u-\mathbf u'|/\lambda\right)}{|\mathbf u-\mathbf u'|}\,
\frac{d\mathbf u}{\lambda^3}\frac{d\mathbf u'}{\lambda^3}.
\label{eq:subst}
\end{align}
The factor $\lambda^6$ from the squared density matrix cancels against the two volume elements. One factor $\lambda$ remains, from the Coulomb denominator, and the error function now contains $\omega/\lambda$. Hence
\begin{equation}
E_{\rm SR}[n_\lambda;\omega]=\lambda\,E_{\rm SR}[n;\omega/\lambda].
\label{eq:main}
\end{equation}
Compressing the density under a fixed cutoff length $1/\omega$ is equivalent to keeping the density and lengthening the cutoff to $\lambda/\omega$, apart from the overall Coulomb factor $\lambda$.

Replacing $\omega$ by $\lambda\omega$ on both sides gives an equivalent form,
\begin{equation}
E_{\rm SR}[n_\lambda;\lambda\omega]=\lambda\,E_{\rm SR}[n;\omega].
\label{eq:alt}
\end{equation}
The parameter is multiplied by $\lambda$ when it accompanies the scaled density and divided by $\lambda$ when it accompanies the original one. Simple proportionality to $\lambda$ requires a cutoff that shrinks with the density, whereas a functional with a fixed $\omega$ follows \eqref{eq:main}.

The change of variables holds for any determinant whose orbitals are scaled by hand as in \eqref{eq:philam}. The local potential was needed to identify the scaled determinant with the one belonging to $n_\lambda$. In a self-consistent hybrid calculation the orbitals also feel a non-local exchange operator. Repeating the substitution for that operator gives a factor $\lambda$ and the parameter $\omega/\lambda$, not the factor $\lambda^2$ at unchanged $\omega$ that \eqref{eq:kslam} would need, so that step does not carry over.

\section{Slope and limits}

\subsection{Small changes of scale}

Write $F(\omega)=E_{\rm SR}[n;\omega]$ for the unscaled density. Differentiating $\lambda F(\omega/\lambda)$ by the product and chain rules gives
\begin{equation}
\frac{d}{d\lambda}\left[\lambda F(\omega/\lambda)\right]_{\lambda=1}=F(\omega)-\omega F'(\omega).
\label{eq:slope}
\end{equation}
Since $d\operatorname{erfc}(\omega s)/d\omega=-(2s/\sqrt\pi)e^{-\omega^2s^2}$, the factor $s$ cancels the Coulomb denominator, and the prefactor $-\frac12$ makes the result positive:
\begin{equation}
F'(\omega)=\frac1{\sqrt\pi}\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2e^{-\omega^2|\mathbf r-\mathbf r'|^2}d\mathbf r\,d\mathbf r'>0 .
\label{eq:fprime}
\end{equation}
Because $F$ is negative, dividing \eqref{eq:slope} by $F$ gives the local power of $\lambda$,
\begin{equation}
p=\left.\frac{d\ln|E_{\rm SR}[n_\lambda;\omega]|}{d\ln\lambda}\right|_{\lambda=1}=1+\frac{\omega F'(\omega)}{|F(\omega)|}.
\label{eq:power}
\end{equation}
For $\omega>0$ this is larger than one, so on compression short-range exchange grows by a larger percentage than full exchange, whose power is exactly one.

A two-electron density with $n_\sigma\propto e^{-3r}$ and $\omega=0.8$ per bohr serves as a separate check. For $\lambda=1.7$, real-space integration over the scaled density gives $-22.4163$ eV, and momentum-space integration over the unscaled density with \eqref{eq:main} gives $-22.4159$ eV. The slope at $\lambda=1$ is $-17.151$ eV by finite differences and $-17.152$ eV from \eqref{eq:slope} and \eqref{eq:fprime}.

\subsection{High density}

For $\lambda\to\infty$ the effective parameter $\omega/\lambda$ goes to zero. The series of the error function gives
\begin{equation}
\frac{\operatorname{erfc}(\omega s)}{s}=\frac1s-\frac{2\omega}{\sqrt\pi}+\frac{2\omega^3s^2}{3\sqrt\pi}-\cdots .
\label{eq:series}
\end{equation}
The constant term multiplies the double integral of $|\gamma_\sigma|^2$. Orthonormality of the orbitals makes $\gamma_\sigma$ idempotent, so the integral over $\mathbf r'$ returns $\gamma_\sigma(\mathbf r,\mathbf r)=n_\sigma(\mathbf r)$, and the remaining integral is $N_\sigma$. With the prefactor $-\frac12$,
\begin{equation}
F(\omega)=E_x[n]+\frac{\omega N}{\sqrt\pi}-\frac{\omega^3}{3\sqrt\pi}\sum_\sigma\iint|\gamma_\sigma|^2|\mathbf r-\mathbf r'|^2d\mathbf r\,d\mathbf r'+\cdots
\label{eq:small}
\end{equation}
for a finite system, whose density matrix decays fast enough for the last integral to exist. Replacing $\omega$ by $\omega/\lambda$ and multiplying by $\lambda$,
\begin{equation}
E_{\rm SR}[n_\lambda;\omega]=\lambda E_x[n]+\frac{\omega N}{\sqrt\pi}+O(\lambda^{-2}).
\label{eq:high}
\end{equation}
The leading term is proportional to $\lambda$. The screening leaves a constant offset that depends on the number of electrons and not on the shape of the density.

\subsection{Low density}

For $\lambda\to0$ the parameter $a=\omega/\lambda$ becomes large and the interaction acts at contact. Its weight follows by partial integration, in which the boundary term vanishes:
\begin{align}
\int\frac{\operatorname{erfc}(as)}{s}\,d\mathbf s
&=4\pi\int_0^\infty s\operatorname{erfc}(as)\,ds
=4\pi\int_0^\infty\frac{s^2}{2}\,\frac{2a}{\sqrt\pi}e^{-a^2s^2}ds\nonumber\\
&=4\pi\,\frac{a}{\sqrt\pi}\,\frac{\sqrt\pi}{4a^3}=\frac{\pi}{a^2}.
\label{eq:contact}
\end{align}
At contact $|\gamma_\sigma(\mathbf r,\mathbf r)|^2=n_\sigma^2(\mathbf r)$, so $F(a)\to-(\pi/2a^2)\sum_\sigma\int n_\sigma^2\,d\mathbf r$. With $a=\omega/\lambda$ and the prefactor $\lambda$ of \eqref{eq:main},
\begin{equation}
E_{\rm SR}[n_\lambda;\omega]\to-\frac{\pi\lambda^3}{2\omega^2}\sum_\sigma\int n_\sigma^2(\mathbf r)\,d\mathbf r .
\label{eq:low}
\end{equation}
The power of $\lambda$ is three in this limit and one in the opposite limit. The contact form requires $1/a$ to be short compared with the distances over which $\gamma_\sigma$ varies, including those in the atomic cores. For the silane density used below, with $\lambda=0.01$ and $\omega=10$ per bohr, the computed energy is 0.9999 times the contact value.

\section{Silane as a small model of tetrahedral silicon}

Silane, SiH$_4$, is a precursor gas for silicon deposition and contains a tetrahedrally bonded silicon atom. The density is taken from PBE orbitals in the def2-SVP basis with a bond length of 1.48 \AA, a rough typical value. The screening parameter is that of HSE06, $\omega=0.11$ per bohr, or 0.20787 \AA$^{-1}$. Exchange is evaluated for all 18 electrons and also for the determinant of the four valence orbitals (8 electrons), which are the ones involved in bonding. The valence determinant leaves the lower core levels empty, so it is not the ground state of the potential. For it, \eqref{eq:main} is used as the statement about a determinant whose orbitals are scaled by hand, and $F$ denotes the energy of that determinant.

The valence short-range exchange energy is $-51.77$ eV ($-1.9023$ hartree). For $\lambda=1.01$ the effective parameter is $0.20787/1.01=0.20581$ \AA$^{-1}$. The table gives valence energies in eV. The second column comes from integrals over basis functions that were themselves scaled, at fixed $\omega$. The right-hand side of \eqref{eq:main}, from the original basis, agrees with it to all digits shown. The last two columns show $\lambda F(\omega)$ and $\lambda F(\lambda\omega)$, which are two wrong rules.

\begin{center}
\begin{tabular}{cccc}
$\lambda$ & scaled density & $\lambda F(\omega)$ & $\lambda F(\lambda\omega)$\\
0.50 & $-20.1821$ & $-25.8827$ & $-29.1035$\\
1.01 & $-52.4079$ & $-52.2831$ & $-52.1572$\\
2.00 & $-116.4139$ & $-103.5309$ & $-80.7286$
\end{tabular}
\end{center}

At $\lambda=1.01$ the change can be split into the Coulomb factor and the longer effective cutoff:
\begin{align}
\Delta E&=(\lambda-1)F(\omega)+\lambda\left[F(\omega/\lambda)-F(\omega)\right]\nonumber\\
&=-0.5177-0.1248=-0.6425\ {\rm eV}.
\label{eq:split}
\end{align}
Leaving $\omega$ unchanged loses the second term, 19\% of the change. Multiplying $\omega$ by $\lambda$ gives that term the wrong sign to first order, so the error doubles to 0.25 eV.

The local power is 1.24 for the valence determinant and 1.05 for all electrons. Equation \eqref{eq:small} explains the difference. To leading order $\omega F'=\omega N/\sqrt\pi$, which is 30.4 eV for 18 electrons and $30.4\times8/18=13.5$ eV for 8. Dividing by the short-range energies, 560.7 and 51.8 eV, gives powers of 1.054 and 1.26, close to the computed ones. The offset per electron is the same, but valence electrons have much less exchange energy per electron to set against it. At $\lambda=50$ the all-electron offset from $\lambda E_x$ is 30.3976 eV, against 30.3977 eV from \eqref{eq:high}.

\subsection{Strain is not uniform density scaling}

Shortening the bonds of a real molecule does not produce $n_\lambda$. According to \eqref{eq:kslam} the scaled density needs the potential $\lambda^2v(\lambda\mathbf r)$. A nucleus of charge $Z$ at $\mathbf R$ contributes
\begin{equation}
-\lambda^2\frac{Z}{|\lambda\mathbf r-\mathbf R|}=-\frac{\lambda Z}{|\mathbf r-\mathbf R/\lambda|},
\label{eq:nucleus}
\end{equation}
so the nuclei would have to move closer together and also have their charges multiplied by $\lambda$. Even this would not produce $n_\lambda$ for interacting electrons: $v$ also contains the Hartree potential $v_{\rm H}$, and the Hartree potential of $n_\lambda$ is $\lambda v_{\rm H}(\lambda\mathbf r)$, one factor $\lambda$ short of what is needed. For $\lambda>1$ the repulsion would be too weak to hold the density at $n_\lambda$. Real strain moves the nuclei and leaves the charges alone.

The size of the difference follows from a new PBE calculation with bonds shortened by the factor $1/1.01$ and the same $\omega$ and basis. The core exchange changes by $+0.02$ eV, where uniform scaling gives $-5.19$ eV. The valence exchange changes by $-0.35$ eV instead of $-0.64$ eV. For all electrons the changes are $-0.41$ and $-5.90$ eV; these are not the sums of core and valence parts, because exchange between core and valence also contributes. The core keeps its size, as expected when the nuclear charge is fixed. The valence response is only about half the uniform one.

\subsection{Relation to a strained channel}

The value $\lambda=1.01$ has the rough size of channel strain, and $\omega$ is that of HSE06. The changes quoted above are those of the exact short-range exchange alone, not of the hybrid energy. HSE06 adds to a semilocal functional one quarter of the difference between exact and semilocal short-range exchange. The semilocal part obeys the same law \eqref{eq:main} and changes by nearly the same amount, so the hybrid correction changes far less than either part. Real strain does not scale the density uniformly; in this molecule, shortening the bonds changes the valence exchange by only about half as much as uniform scaling does. Channel strain is also directional, and may be tensile; the effect of direction was not computed. Silane has no band structure or periodic screening, and relativity and correlation effects on the exchange energy beyond the PBE orbitals are left out, so its energies are not predictions for bulk silicon.

Other choices matter less for the uniform-scaling change. With def2-TZVP, and a somewhat coarser integration grid for PBE, it is $-0.643$ eV. With Hartree--Fock orbitals, scaled by hand, it is $-0.651$ eV, although the valence energy itself shifts by $-0.77$ eV.

Atomic motion is a larger matter. With the curvature of the PBE energy taken at 1.48 \AA, which is slightly shorter than the PBE equilibrium bond, the harmonic quantum of the symmetric breathing vibration is 0.28 eV, and at 300 K the root-mean-square bond displacement from this vibration alone is 0.043 \AA, or 2.9\% of the bond length. It spreads the valence exchange energy by about 1.0 eV, more than the change due to one per cent shortening. This is a fluctuation about the mean. For a harmonic vibration and to first order in the displacement it does not shift the mean; anharmonicity lengthens the mean bond and does shift it, by a smaller amount that is left out here. It belongs to light hydrogen atoms and should not be transferred to the silicon lattice. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
TEST CASES (scaling factor 1.7 where not stated)
level ratios s, p, d: [2.89 2.89 2.89]
square of scaling factor: 2.89000
largest relative density error: 3.8e-06
exponential density, direct: -22.4163 eV
exponential density, formula: -22.4159 eV
its slope at factor 1, direct: -17.151 eV
its slope at factor 1, formula: -17.152 eV
SILANE, PBE orbitals, def2-SVP
bond length: 1.480 angstrom
omega: 0.110 1/bohr = 0.20787 1/angstrom
full exchange, all electrons: -590.7285 eV
full exchange, valence: -64.9147 eV
short-range, all electrons: -560.7143 eV
short-range, valence: -51.7655 eV = -1.902345 Ha
scaling factor 0.50: omega/factor 0.41574 1/angstrom
  all electrons, direct: -266.2912 eV
  valence, direct: -20.1821 eV
  valence, formula: -20.1821 eV
  valence, omega unchanged: -25.8827 eV
  valence, omega times factor: -29.1035 eV
scaling factor 1.01: omega/factor 0.20581 1/angstrom
  all electrons, direct: -566.6145 eV
  valence, direct: -52.4079 eV
  valence, formula: -52.4079 eV
  valence, omega unchanged: -52.2831 eV
  valence, omega times factor: -52.1572 eV
scaling factor 2.00: omega/factor 0.10393 1/angstrom
  all electrons, direct: -1151.1596 eV
  valence, direct: -116.4139 eV
  valence, formula: -116.4139 eV
  valence, omega unchanged: -103.5309 eV
  valence, omega times factor: -80.7286 eV
local power, all electrons: 1.0522
local power, valence: 1.2409
offset at factor 50, direct: 30.3976 eV
offset omega N/sqrt(pi): 30.3977 eV
low-density direct/contact ratio: 0.99991
CHANGE FOR FACTOR 1.01: uniform scaling | real bond shortening
all electrons: -5.9002 | -0.4064 eV
core: -5.1850 | 0.0245 eV
valence: -0.6425 | -0.3464 eV
OTHER NEGLECTED EFFECTS (valence short-range exchange)
HF orbitals, def2-SVP: -52.5305 eV, change -0.6506 eV
PBE orbitals, def2-TZVP: -51.7867 eV, change -0.6427 eV
breathing quantum: 0.2831 eV
rms bond vibration at 300 K: 0.0428 angstrom
rms bond vibration / bond length: 2.89 %
resulting exchange spread: 1.0079 eV
\end{verbatim}
